# Which phonons can scatter Δ5 and Δ2 electrons into Δ1?

## Problem

A crystalline tunnel barrier between two metal electrodes has a fourfold axis $z$ along the current. The whole junction, atoms at rest, has the point group $C_{4v}$. Electrons have transverse wavevector $k_\parallel=0$, phonons have $q_\parallel=0$, and spin-orbit coupling is left out. The axes $x,y$ run along the sides of the in-plane square cell, and the bands are labelled

$$\Delta_1=A_1,\quad \Delta_1'=A_2,\quad \Delta_2=B_1\ (x^2-y^2),\quad \Delta_2'=B_2\ (xy),\quad \Delta_5=E\ (x,y).$$

The $\Delta_1$ state decays most slowly in the barrier, so scattering into it weakens the symmetry filter.

(a) Which phonon symmetries can take a $\Delta_5$ or a $\Delta_2$ electron into $\Delta_1$ at first order in the displacement?

(b) Which of these processes are open in a rocksalt barrier whose in-plane cell holds one cation and one anion per layer?

(c) How large is an open process compared with direct tunnelling?

## A tempting solution

The products $E\otimes E=A_1+A_2+B_1+B_2$ and $B_1\otimes B_1=A_1$ both contain $A_1$. Therefore an $E$ phonon takes $\Delta_5$ into $\Delta_1$, and a $B_1$ phonon takes $\Delta_2$ into $\Delta_1$. A rocksalt barrier has many phonons, so both leaks are open in it.

## Where it fails

Both products are right. The last sentence is wrong: a product says which symmetry a phonon must have, not that the crystal has such a phonon. The modes must be counted from the positions of the atoms, and in this barrier the count gives no $B_1$ mode.

## (a) The symmetry that is needed

For a mode with coordinate $Q$, the first-order change of the potential is $Q\,\partial V/\partial Q$. The potential at rest is invariant, so $\partial V/\partial Q$ transforms as the mode does. The matrix element $\langle\Delta_1|\partial V/\partial Q|\Delta_j\rangle$ is a number, unchanged when all its factors are transformed together. Averaging over the group keeps only the invariant part of the product, and $\Delta_1$ is itself invariant. The element therefore vanishes unless $\Gamma_{\rm ph}\otimes\Gamma_j$ contains $A_1$.

The characters follow from the functions above, with $xy(x^2-y^2)$ for $A_2$. Here $\sigma_v$ reverses $x$ or $y$, and $\sigma_d$ is a diagonal mirror.

| | $1$ | $2C_4$ | $C_2$ | $2\sigma_v$ | $2\sigma_d$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $B_1$ | 1 | −1 | 1 | 1 | −1 |
| $B_2$ | 1 | −1 | 1 | −1 | 1 |
| $E$ | 2 | 0 | −2 | 0 | 0 |

The number of times $A_1$ occurs in the product is

$$n=\frac18\sum_g \chi_{\rm ph}(g)\,\chi_j(g).$$

For $\Delta_5$ only the identity and $C_2$ contribute, because the other characters of $E$ are zero. A one-dimensional phonon has character 1 for both, which gives $n=(2-2)/8=0$. An $E$ phonon gives $n=(4+4)/8=1$.

For $\Delta_2$, a $B_1$ phonon gives $n=8/8=1$. The others give

$$A_1:\ \tfrac{1-2+1+2-2}{8}=0,\quad A_2:\ \tfrac{1-2+1-2+2}{8}=0,\quad B_2:\ \tfrac{1+2+1-2-2}{8}=0,\quad E:\ \tfrac{2-2}{8}=0.$$

So $\Delta_5\to\Delta_1$ needs an $E$ phonon and $\Delta_2\to\Delta_1$ needs a $B_1$ phonon.

There is a further rule within the doublets. Under $y\to-y$, a phonon polarised along $x$ and the $\Delta_1$ state are even, while the $y$ partner of $\Delta_5$ is odd. An $x$-polarised phonon therefore connects only the $x$ partner to $\Delta_1$. If both partners arrive equally often, the mean probability for this one polarisation is half that of the $x$ partner.

## (b) The modes that exist

At $q_\parallel=0$ all in-plane cells move alike, so atoms that differ by an in-plane lattice translation count as one. The character of the displacements is the number of atoms left in place by an operation, times the character of a vector. For a vector the latter is $(3,1,-1,1,1)$ in the order of the table, which is $A_1+E$: motion along $z$, and motion along $x,y$.

In the rocksalt cell the atoms of each layer sit at $(0,0)$ and $(\tfrac12,\tfrac12)$, in units of the cell side. A quarter turn sends $(\tfrac12,\tfrac12)$ to $(-\tfrac12,\tfrac12)$, which is the same site up to a translation. The mirrors also keep both sites. Every atom thus contributes $A_1+E$, and a cell of two layers has $4A_1+4E$. Layers of a bcc electrode with the same in-plane cell occupy the same two kinds of site and add no other symmetry.

The answer for this barrier is that $\Delta_5\to\Delta_1$ is open through transverse $E$ modes, while $\Delta_2\to\Delta_1$ is closed at first order.

**A second case.** Let a layer hold a pair of like atoms at $(\tfrac12,0)$ and $(0,\tfrac12)$, as a perovskite does. The identity, $C_2$ and $\sigma_v$ keep both; $C_4$ and $\sigma_d$ exchange them. The characters $(2,0,2,2,0)$ are those of $A_1+B_1$, and since $B_1\otimes E=E$, the pair contributes

$$(A_1+B_1)\otimes(A_1+E)=A_1+B_1+2E.$$

The $B_1$ mode is a buckling: one atom moves up and the other down. With three further atoms on fourfold sites, the five-atom cell has $4A_1+B_1+5E$, and $\Delta_2\to\Delta_1$ is allowed.

The axes matter here. With $x=(x'-y')/\sqrt2$ and $y=(x'+y')/\sqrt2$, one finds $x^2-y^2=-2x'y'$, so a turn by 45° exchanges $B_1$ and $B_2$. If the electrode bands are labelled in axes turned by 45° from those of the perovskite cell, the buckling couples $\Delta_2'$, not $\Delta_2$, to $\Delta_1$. The rocksalt conclusion is unaffected, since neither symmetry occurs there.

These rules were tested on a periodic potential of Gaussian atoms expanded in plane waves. Each rocksalt atom was moved along $z$ and along $x$, and the perovskite pair was buckled. Relative to the largest symmetry block for the same displacement, forbidden blocks were at most $1.6\times10^{-15}$ and allowed ones at least $2.4\times10^{-3}$.

At second order the rocksalt barrier does open $\Delta_2\to\Delta_1$, because $E\otimes E$ contains $B_1$ through the combination $u_x^2-u_y^2$. In the same potential, doubling the $x$ displacement of one anion multiplied the $\Delta_2$–$\Delta_1$ block by 3.999, close to the expected 4.

## (c) The size of the open leak

Take one $\Delta_5$ partner and a frozen transverse displacement $u$ of the cations against the anions, the same in every cell, with coupling energy $W=Du$ inside the barrier. Let both channels have the same mass $m$ and the same lead wavenumber $k$. With $w=2mW/\hbar^2$, the barrier equations are

$$\psi_5''=\kappa_5^2\psi_5+w\psi_1,\qquad \psi_1''=\kappa_1^2\psi_1+w\psi_5 .$$

**Direct tunnelling.** In a thick barrier a wave of unit amplitude enters as $\tau e^{-\kappa z}$. Continuity at $z=0$ gives $1+r=\tau$ and $ik(1-r)=-\kappa\tau$. Multiplying the first by $ik$ and adding,

$$2ik=(ik-\kappa)\tau,\qquad |\tau|^2=\frac{4k^2}{k^2+\kappa^2}.$$

At the exit, the arriving amplitude $a=\tau e^{-\kappa d}$ and a reflected amplitude $b'$ obey $a+b'=t$ and $-\kappa(a-b')=ikt$. Dividing the second by $-\kappa$ and adding the first gives $2a=t(1-ik/\kappa)$, so $|t|^2=|a|^2\,4\kappa^2/(\kappa^2+k^2)$. Hence

$$T=C e^{-2\kappa d},\qquad C=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}.$$

**Conversion.** To first order in $w$, insert $\psi_5=\tau_5e^{-\kappa_5z}$ into the equation for $\psi_1$. Its solution away from the exit is

$$\psi_1=\theta\tau_5e^{-\kappa_5z}+b\,e^{-\kappa_1z},\qquad \theta=\frac{w}{\kappa_5^2-\kappa_1^2}.$$

No $\Delta_1$ wave arrives from the left, so $\psi_1'(0)=-ik\psi_1(0)$:

$$-\kappa_5\theta\tau_5-\kappa_1b=-ik(\theta\tau_5+b)\ \Rightarrow\ b=-\theta\tau_5\frac{\kappa_5-ik}{\kappa_1-ik}.$$

Taking the squared modulus, the factor $\kappa_5^2+k^2$ cancels against $|\tau_5|^2$:

$$|b|^2=\theta^2\frac{4k^2}{k^2+\kappa_1^2}=\theta^2|\tau_1|^2 .$$

The first term of $\psi_1$ has died out at the exit if $(\kappa_5-\kappa_1)d\gg1$. The rest leaves as a direct $\Delta_1$ wave would, so

$$P_{5\to1}=\theta^2T_1 .$$

The leak decays with the slow constant $\kappa_1$. Setting $\theta^2C_1e^{-2\kappa_1d}=C_5e^{-2\kappa_5d}$ gives the thickness above which it exceeds direct $\Delta_5$ tunnelling:

$$d^*=\frac{1}{2(\kappa_5-\kappa_1)}\ln\frac{C_5}{C_1\theta^2}.$$

**Numbers.** Take $\kappa_1=5$, $\kappa_5=10$ and $k=10\ \mathrm{nm^{-1}}$, $d=1.5$ nm, the free-electron mass, $D=20$ eV/nm and $u=1$ pm. Then $W=0.020$ eV, and with $\hbar^2/2m=0.0381\ \mathrm{eV\,nm^2}$,

$$w=\frac{0.020}{0.0381}=0.525\ \mathrm{nm^{-2}},\qquad \theta=\frac{0.525}{100-25}=7.0\times10^{-3}.$$

The prefactors are $C_1=16\cdot100\cdot25/125^2=2.56$ and $C_5=16\cdot100\cdot100/200^2=4$. Thus

$$T_1=2.56\,e^{-15}=7.8\times10^{-7},\qquad T_5=4\,e^{-30}=3.7\times10^{-13},$$

$$P_{5\to1}=4.9\times10^{-5}\times7.8\times10^{-7}=3.8\times10^{-11}.$$

The leak is about 100 times the direct $\Delta_5$ transmission, but only $4.9\times10^{-5}$ of $T_1$. The crossover lies at $d^*=1.04$ nm. An exact solution of the two coupled equations gives $3.835\times10^{-11}$, against $3.836\times10^{-11}$ from the formula.

**No $\Delta_1$ band in the first electrode.** This is the case of interest for a spin filter. On the left $\psi_1$ then decays as $e^{\lambda z}$, and $-ik$ in the boundary condition becomes $\lambda$. The same algebra gives $b=-\theta\tau_5(\kappa_5+\lambda)/(\kappa_1+\lambda)$, so the leak changes by the factor

$$\frac{k^2+\kappa_1^2}{k^2+\kappa_5^2}\left(\frac{\kappa_5+\lambda}{\kappa_1+\lambda}\right)^2 .$$

For the numbers above it falls from 2.5 at $\lambda=0$ towards 0.625 at large $\lambda$. The order of magnitude stands.

## Beside a real junction

The parameters are round values in the rough regime of an MgO barrier between bcc iron electrodes; $D$ is an assumed scale. The amplitude can be compared with thermal motion. For a 50 meV mode of reduced mass 10 u at 300 K, the rms displacement per cell and polarisation is 7.5 pm. Only modes with small $q_\parallel$ feed the slowly decaying $\Delta_1$ states. Weighting each by its extra decay, for a cell of side $s=0.29$ nm, leaves the fraction

$$f=\frac{s^2}{2\pi}\int_0^\infty q\,e^{-2d(\sqrt{\kappa_1^2+q^2}-\kappa_1)}dq=\frac{s^2}{2\pi}\left(\frac{\kappa_1}{2d}+\frac1{4d^2}\right)=0.024,$$

where the integral is done with $v=\sqrt{\kappa_1^2+q^2}$, $q\,dq=v\,dv$. The effective amplitude is $\sqrt{0.024}\times7.5\approx1.2$ pm, near the chosen 1 pm. This assumes a mode without in-plane dispersion, a coupling independent of $q_\parallel$, and layers moving together over the first few tenths of a nanometre, where most of the conversion takes place; the converted amplitude falls off over $1/(\kappa_5-\kappa_1)=0.2$ nm. If layers 0.21 nm thick move independently instead, the leak is about half as large. Keeping the $q_\parallel$ dependence of $\theta$ and of the prefactors raises $f$ to 0.030. Above all, the estimate assumes $\kappa^2=\kappa_1^2+q^2$, which neglects the off-axis band mixing discussed below.

Several corrections change the leak by moderate factors. Giving up 50 meV to an emitted phonon multiplies it by 0.73. A bias of 0.1 V, or 0.67 MV/cm, raises the $\Delta_1$ exponential by a factor of 1.5 through the lower mean barrier. A mass of $0.4\,m_e$ in barrier and electrodes alike, with the decay constants and $k$ held fixed, multiplies the leak by 0.16, so the free mass is probably generous. Spin-orbit coupling of a rough 0.03 eV is 1.5 times $W$; its $L_x,L_y$ part has symmetry $E$ and links $\Delta_5$ to $\Delta_1$, with a spin flip if the spins are quantised along $z$; for in-plane magnetisation a part of it conserves the spin. For the frozen displacement of 1 pm, the second-order coupling of $\Delta_2$ to $\Delta_1$ through $\Delta_5$ has the scale $W^2/(2.86\ \mathrm{eV})=0.14$ meV, where 2.86 eV is the $\Delta_5$–$\Delta_1$ barrier difference. Thermal phonons can give more, because only the sum of their two transverse wavevectors has to be small.

The assumption that matters most is $k_\parallel=0$. Away from the axis, the term $\hbar k_\parallel p/m$ also has symmetry $E$ and mixes $\Delta_5$ with $\Delta_1$ without any phonon. With an assumed $p/\hbar=5\ \mathrm{nm^{-1}}$ it equals $W$ already at $k_\parallel=0.05\ \mathrm{nm^{-1}}$. At the rms wavevector of the $\Delta_1$ window, $1.95\ \mathrm{nm^{-1}}$, it is 0.74 eV, some 37 times $W$. Such a coupling is no longer small against the barrier difference of 2.86 eV, so the first-order square law, $37^2\approx1400$, gives only an order of magnitude: solving the two coupled equations for an electron at this wavevector, elastic mixing exceeds the one-phonon process by a factor of about 4000. The same mixing also lowers the $\Delta_1$ decay constant off the axis, to $\kappa^2\approx\kappa_1^2+q^2\left[1-4(p/\hbar)^2/(\kappa_5^2-\kappa_1^2)\right]$ at small $q$. For the assumed $p$ the bracket is $-0.33$, so $\kappa$ stays below $\kappa_1$ up to $q=5\ \mathrm{nm^{-1}}$; the fraction $f$ then grows to about 0.3 and the effective amplitude to about 4 pm. The values $f=0.024$, 1.2 pm and $1.95\ \mathrm{nm^{-1}}$ hold only for $p/\hbar$ well below $4.3\ \mathrm{nm^{-1}}$. The selection rules therefore describe the axis, and $P_{5\to1}$ is not an estimate of the total leakage of a junction. The remaining values are in the numerical output.

## Table of computed values

```
Delta5 x phonon A1 = E
Delta5 x phonon A2 = E
Delta5 x phonon B1 = E
Delta5 x phonon B2 = E
Delta5 x phonon E = A1 + A2 + B1 + B2
Delta2 x phonon A1 = B1
Delta2 x phonon A2 = B2
Delta2 x phonon B1 = A1
Delta2 x phonon B2 = A2
Delta2 x phonon E = E
Phonons, rocksalt cell, 4 atoms: 4A1 + 4E
Phonons, perovskite cell, 5 atoms: 4A1 + B1 + 5E
Largest forbidden block (relative): 1.6e-15
Smallest allowed block (relative): 2.4e-03
Delta2-Delta1 block, u doubled, grows by: 3.999
Decay constant Delta1: 5.0 1/nm
Decay constant Delta5: 10.0 1/nm
Lead wavenumber: 10.0 1/nm
Barrier thickness: 1.50 nm
hbar^2/(2 m_e): 0.03810 eV nm^2
Coupling constant D: 20.0 eV/nm
Frozen displacement u: 1.00 pm
Coupling energy W: 0.0200 eV
w = 2mW/hbar^2: 0.5249 1/nm^2
Barrier difference Delta5-Delta1: 2.857 eV
Mixing theta: 6.999e-03
theta squared: 4.899e-05
Direct transmission T1: 7.831e-07
Direct transmission T5: 3.743e-13
Assisted P51, formula: 3.836e-11
Assisted P51, exact two-channel: 3.835e-11
P51/T5: 102.5
Crossover thickness: 1.037 nm
Exact P51/T5 at crossover: 0.9893
Conversion depth 1/(kappa5-kappa1): 0.20 nm
Phonon energy: 50 meV
Temperature: 300 K
Reduced mass: 10 u; cell side: 0.29 nm
Thermal rms u per cell: 7.48 pm
Fraction of modes in Delta1 window: 0.0238
Thermal rms u in window: 1.15 pm
P51 factor, phonon emission energy: 0.729
Bias: 0.10 V; field: 0.67 MV/cm
T1 factor from bias: 1.49
P51 factor for mass 0.4 m_e: 0.16
Rms transverse wavevector in window: 1.95 1/nm
Momentum matrix element/hbar: 5.0 1/nm
Off-axis elastic coupling at rms: 0.742 eV
Wavevector where it equals W: 0.0525 1/nm
Spin-orbit energy: 0.030 eV; over W: 1.50
Two-phonon coupling W^2/difference: 0.140 meV
```
